\section*{Pulay Stress and the Finite-Basis Correction in Plane-Wave Calculations, part 2}

In a plane-wave calculation of a crystal, the number of waves below a given cutoff depends on the cell volume $V$, and the energy depends on that number. The stress theorem therefore gives a pressure that differs from the constant-cutoff one, and with few $k$-points the energies at constant cutoff jump. The pressure difference is known for dense $k$-points; the jumps are treated here.

Hartree atomic units are used. The cell changes size but not shape, and pressure is $P=-dE/dV$. $E(V,E_c)$ is the energy per cell with plane waves of wave vector $\mathbf k+\mathbf G$ up to length $k_c$, where $E_c=k_c^2/2$. The $k$-point weights $w_{\mathbf k}$ sum to one. The slope $D=\partial E/\partial\ln E_c$ at fixed volume is not positive.

$P_N$ is the pressure at constant basis, with the integer labels of the waves held fixed, as the stress theorem gives it; the cutoff then follows $E_c\propto V^{-2/3}$. $P_c$ is the pressure at constant cutoff, and $P_\infty$ that in a complete basis. For dense $k$-points,
\begin{equation}
P_c-P_N=-\frac{2D}{3V},\qquad
N_{\rm id}=\frac{V(2E_c)^{3/2}}{6\pi^2},
\label{carry}
\end{equation}
where $P_c-P_N$ is the Pulay pressure and $N_{\rm id}$ the ideal mean number of plane waves per $k$-point.

The basis error is $\Delta=E-E_\infty\ge0$, with $E_\infty$ the complete-basis energy. An omitted wave of length $q$ would lower the energy by a gain $f(q)$; the gains are taken to add up, neglecting coupling among omitted waves. To second order, an omitted wave of kinetic energy $T=q^2/2$, coupled by $h=\langle\mathbf q|v|\psi\rangle$ to an occupied state $\psi$ of energy $\varepsilon$, lowers that energy to
\begin{equation}
\lambda\simeq\varepsilon-\frac{|h|^2}{T-\varepsilon}.
\label{second}
\end{equation}
For two electrons per cell in orbitals $\phi$ localized at the ions, with $u(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}v(r)\phi(\mathbf r)\,d^3r$,
\begin{equation}
\Delta\simeq\frac{V}{(2\pi)^3}\int_{q>k_c}\!d^3q\;
\frac{2|u(\mathbf q)|^2}{V(q^2/2-\varepsilon)} .
\label{local}
\end{equation}
The volume cancels, so at fixed cutoff this error is a constant shift of the energy curve.

\subsection{Where the jumps come from}

With a few $k$-points the actual mean number of plane waves is
\begin{equation}
N_{\rm act}=\sum_{\mathbf k}w_{\mathbf k}N_{\mathbf k},
\end{equation}
where $N_{\mathbf k}$ is the whole number of waves inside the sphere at $\mathbf k$. As the cell expands at constant cutoff, $N_{\rm id}$ grows in proportion to $V$, but $N_{\rm act}$ stays constant until a group of waves crosses the surface of the sphere. There it jumps, and the energy falls.

Between two jumps the labels do not change. The local slope of the constant-cutoff energy is then the constant-basis slope, $-P_N$. The whole difference between $P_c$ and $P_N$ sits in the jumps. The slope $-P_c$ appears when the curve is averaged over many of them.

\subsection{The Francis-Payne correction}

Take the gain per wave to depend on the length $q$ of its wave vector alone, and to be the same function $f(q)$ at all $k$-points. Let $M(q)$ be the $k$-averaged number of waves with wave vector shorter than $q$, which is a staircase, and let $\bar M(q)=Vq^3/6\pi^2$ be its smooth mean. Their difference is $\delta(q)=M(q)-\bar M(q)$. At the cutoff,
\begin{equation}
\delta(k_c)=N_{\rm act}-N_{\rm id}.
\end{equation}
Let $E_\infty$ now be the complete-basis energy for the same few $k$-points. The basis error is the sum of the omitted gains:
\begin{align}
E&=E_\infty+\int_{k_c}^\infty f\,dM\nonumber\\
&=E_\infty+\int_{k_c}^\infty f\,d\bar M+\int_{k_c}^\infty f\,d\delta .
\end{align}
Integrate the last term by parts, with $f\delta\to0$ at large $q$ because $f$ decays fast:
\begin{equation}
E=E_\infty+\int_{k_c}^\infty f\,d\bar M
-f(k_c)\,\delta(k_c)-\int_{k_c}^\infty f'(q)\,\delta(q)\,dq .
\label{parts}
\end{equation}
The first integral is the smooth basis error. The next term carries the jumps. The last is an integral over a staircase, and it changes continuously when the cutoff or the volume changes.

The jumping term can be found without knowing $f$. The slope of the smooth part with respect to the cutoff is
\begin{equation}
D=-f(k_c)\frac{d\bar M(k_c)}{d\ln E_c}=-\tfrac32N_{\rm id}f(k_c),
\end{equation}
since $\bar M(k_c)=N_{\rm id}\propto E_c^{3/2}$. Hence $f(k_c)=-2D/(3N_{\rm id})$. Adding $f(k_c)\delta(k_c)$ to $E$ cancels the jumping term in (\ref{parts}), and
\begin{equation}
E_{\rm corr}=E+\frac23\,D\,\frac{N_{\rm id}-N_{\rm act}}{N_{\rm id}} .
\label{fp}
\end{equation}
This is the Francis-Payne correction. If waves are missing, $N_{\rm act}<N_{\rm id}$, the computed energy is too high; since $D<0$, the correction lowers it. If there are too many, it raises the energy.

The same result follows from an effective cutoff $E_{\rm eff}$, defined as the cutoff at which the ideal count equals $N_{\rm act}$. Then $N_{\rm id}/N_{\rm act}=(E_c/E_{\rm eff})^{3/2}$. Moving the energy from $E_{\rm eff}$ to the nominal cutoff adds
\begin{equation}
D\ln\frac{E_c}{E_{\rm eff}}=\frac23D\ln\frac{N_{\rm id}}{N_{\rm act}},
\end{equation}
which agrees with (\ref{fp}) to first order in the count error.

\subsection{The correction contains the Pulay pressure}

Differentiate (\ref{fp}) between two jumps, where $N_{\rm act}$ is constant and $N_{\rm id}\propto V$. Treating $D$ as constant in volume,
\begin{align}
\frac{dE_{\rm corr}}{dV}
&=-P_N+\frac23D\,\frac{d}{dV}\!\left(1-\frac{N_{\rm act}}{N_{\rm id}}\right)\nonumber\\
&=-P_N+\frac{2D}{3V}\,\frac{N_{\rm act}}{N_{\rm id}} .
\end{align}
For a small count error the last fraction is near one, and the corrected pressure is $P_N-2D/(3V)$. By (\ref{carry}) this is $P_c$ when the $k$-points are dense. With few $k$-points the equality is only approximate, because $P_N$ then depends on which waves happen to lie inside the sphere. In the model below, on a $2^3$ mesh at volumes between $0.90V_0$ and $1.10V_0$, the corrected pressure between jumps lies sometimes above and sometimes below the pressure of the same mesh at a cutoff of 24 hartree, by up to about 1 GPa. The Pulay pressure corrects the local slope, and the Francis-Payne term corrects the energy itself; both restore the plane waves that a fixed set lacks when the cell grows.

\subsection{A model crystal}

The model is a simple cubic crystal with cell side 5 bohr, so $V_0=125$ bohr$^3$. Each cell holds one well
\begin{equation}
v(r)=-Ae^{-r^2/2s^2},\qquad A=4\ \text{hartree},\quad s=0.7\ \text{bohr},
\end{equation}
and two electrons that do not interact with each other. They fill the lowest band; at the $k$-points sampled, a gap of 0.84 hartree separates it from the next. The Fourier integral of the well is $w(q)=-A(2\pi s^2)^{3/2}e^{-s^2q^2/2}$. The Hamiltonian matrix is diagonalized numerically.

The cutoff is 10 hartree. The ideal count is
\begin{equation}
N_{\rm id}=\frac{125\times20^{3/2}}{6\pi^2}=188.8 .
\end{equation}
A half-shifted $12^3$ mesh, with 56 irreducible $k$-points, has a mean count of 188.7 and serves as the dense sampling. The reference for the complete basis is a calculation at 24 hartree on a $4^3$ mesh. It leaves out what lies beyond that cutoff.

\subsection{The two pressures}

A cubic polynomial in $\ln E_c$, fitted to energies at nine cutoffs within $\pm0.12$ of the nominal $\ln E_c$, gives $D=-0.0550$ hartree. The Pulay pressure is
\begin{equation}
-\frac{2D}{3V_0}=\frac{2\times0.0550}{3\times125}
=2.93\times10^{-4}\ \text{hartree/bohr}^3 ,
\end{equation}
which is 8.6 GPa, since 1 hartree/bohr$^3$ is 29421 GPa.

The pressures themselves are obtained separately. The expectation value of the strain derivative of the Hamiltonian gives $P_N=-8.63$ GPa. A cubic fit to energies at nine volumes between $0.88V_0$ and $1.12V_0$, all at 10 hartree, gives $P_c=-0.07$ GPa. Their difference is 8.56 GPa, against 8.63 GPa from $D$. The two values differ by 0.8 percent, which is within the uncertainty of the fits: seven cutoffs over the same range instead of nine give $D=-0.0544$ hartree and a Pulay pressure of 8.53 GPa, so $D$ is known to about one percent.

The reference pressure, taken from the stress theorem at 24 hartree, is $P_\infty=-0.07$ GPa. It still carries the small Pulay pressure of that cutoff; at 45 hartree it becomes $-0.04$ GPa, on a $4^3$ and on a $6^3$ mesh alike. The constant-cutoff slope agrees with it within a few hundredths of a GPa, and the match of the last printed digit has no significance, while the stress-theorem value is almost wholly an effect of the basis. Yet the energy at 10 hartree, $-1.5146$ hartree, lies just 0.7 percent above the reference value of $-1.5259$ hartree.

\subsection{The basis error along the two scans}

The reason shows in the basis error, measured from the 24 hartree energy at the same volume.

\begin{center}
\begin{tabular}{ccc}
$V/V_0$ & constant cutoff & constant basis\\
 & (mhartree) & (mhartree)\\
0.88 & 11.2 & 7.3\\
1.00 & 11.3 & 11.3\\
1.12 & 11.2 & 16.1
\end{tabular}
\end{center}

At constant cutoff the error is nearly the same at all three volumes, as the estimate for localized orbitals predicts. That estimate gives the constancy better than the size: on a $4^3$ mesh the sum of second-order gains over the omitted waves is 10.1 to 10.2 mhartree at the three volumes, about 13 percent below the actual error of 11.6 mhartree on that mesh. At constant basis the effective cutoff is $10\,(V_0/V)^{2/3}$ hartree. It rises to 10.9 hartree in the compressed cell and falls to 9.3 hartree in the expanded one, so the error grows with volume. Its mean slope between the end points is
\begin{equation}
\frac{(16.08-7.33)\times10^{-3}}{0.24\times125}
=2.9\times10^{-4}\ \text{hartree/bohr}^3 ,
\end{equation}
which is the Pulay pressure again. The crystal is drawn towards small volumes because the basis is better there.

\subsection{The shift of the equilibrium volume}

To give the model an equilibrium, add an energy that no basis enters,
\begin{equation}
U(V)=P_\infty(V-V_0)+\frac{K(V-V_0)^2}{2V_0},\qquad K=300\ \text{GPa}.
\end{equation}
It stands for the rest of the crystal. At $V_0$ its pressure is $-P_\infty$, so the converged total pressure vanishes there.

Let $W=E+U$ be the total energy at constant basis and $B=V_0W''(V_0)$ its stiffness. At $V_0$ the slope is $W'=-(P_N-P_\infty)$. Expanding $W'$ to first order and setting it to zero gives
\begin{equation}
\frac{V-V_0}{V_0}=-\frac{W'}{V_0W''}=\frac{P_N-P_\infty}{B}.
\label{shift}
\end{equation}
With $B\simeq K$ this is $-8.56/300=-2.9$ percent. The basis error also has curvature. From the three constant-basis values in the table, before rounding, its second difference is 0.87 mhartree for a volume step of 15 bohr$^3$. This adds
\begin{equation}
125\times\frac{0.87\times10^{-3}}{15^2}
=4.8\times10^{-4}\ \text{hartree/bohr}^3,
\end{equation}
or 14 GPa, to $B$. The estimate becomes $-8.56/314=-2.7$ percent, still without the curvature of the converged electronic energy. Minimizing the fitted total energies numerically gives $V/V_0=0.973$ at constant basis and $1.000$ at constant cutoff.

Restarting the relaxation with a new basis at the nominal cutoff does not cure this. The process settles where the freshly computed $P_N$, with the pressure of $U$ included, vanishes. There the constant-cutoff pressure equals $2|D|/(3V)$ instead of zero. If that quantity is taken as constant and the stiffness at constant cutoff as 300 GPa, the final volume is again about 2.9 percent too small.

\subsection{Scans with few $k$-points}

Now let the volume run from $0.90V_0$ to $1.10V_0$ through 41 equally spaced values, $0.005V_0$ apart, at constant cutoff, with a half-shifted $2^3$ mesh, which has one irreducible $k$-point. One of the two largest jumps in the count, each of 12 waves, lies between these neighbouring volumes:

\begin{center}
\begin{tabular}{ccccc}
$V/V_0$ & $N_{\rm act}$ & $N_{\rm id}$ & $E$ (hartree) & $E_{\rm corr}$ (hartree)\\
0.940 & 172 & 177.5 & $-1.51389$ & $-1.51502$\\
0.945 & 184 & 178.4 & $-1.51614$ & $-1.51500$
\end{tabular}
\end{center}

For the first row, (\ref{fp}) gives
\begin{equation}
\frac23(-0.0550)\,\frac{177.47-172}{177.47}=-0.00113\ \text{hartree}.
\end{equation}
In the second row there are too many waves, and the correction is $+0.00115$ hartree. The uncorrected energy drops by 2.25 mhartree for a volume change of 0.625 bohr$^3$. Read as a slope, that is a pressure of about 106 GPa. The corrected energies differ by 0.02 mhartree, which corresponds to about $-1$ GPa, a small remainder of two terms near 106 GPa. A change of one percent in $D$ moves it by about 1 GPa, so not even its sign is settled.

Over the whole scan, the root-mean-square deviation from a fitted cubic falls from 0.59 to 0.017 mhartree. For a $4^3$ mesh, with four irreducible $k$-points, it falls from 0.17 to 0.006 mhartree. These figures measure roughness. The continuous remainder in (\ref{parts}) can be partly absorbed by the cubic, so they do not bound the whole error.

The slope of the fitted cubic at $V_0$ shows what is left. On the $2^3$ mesh the pressure is 0.51 GPa without the correction and $-0.20$ GPa with it, against $-0.07$ GPa for dense sampling. On the $4^3$ mesh the values are $-0.02$ and $-0.06$ GPa. Even without the correction these wide fits lie within 0.6 GPa of the dense value, small beside the Pulay pressure of 8.6 GPa and beside the 106 GPa read across the single jump above. On the $2^3$ mesh this figure is partly luck: the scan contains only three jumps, and the fitted slope depends on where they fall. The same uncorrected fit gives $1.1$ GPa at a cutoff of 9.8 hartree and $-1.9$ GPa at 10.2 hartree. The $2^3$ mesh also has a sampling error of its own, which the correction does not touch: at 24 hartree the stress theorem gives $-0.39$ GPa on it, against $-0.07$ GPa on the $4^3$ mesh. On the $4^3$ mesh, with 13 jumps in the scan, the differences from the dense value, 0.05 and 0.01 GPa, are comparable with or smaller than the effect of the count error left in that value, since applying (\ref{fp}) to the $12^3$ scan moves it from $-0.07$ to $-0.03$ GPa.

\subsection{Use and limits}

For an equation of state, the cutoff is held constant and the basis is chosen anew at each volume. With few $k$-points the energies are corrected by (\ref{fp}) before the fit. For a relaxation driven by stress, $-2D/(3V)$ is added to the pressure, or the cutoff is raised until this quantity is small beside the pressure accuracy wanted. Dividing it by the bulk modulus gives the relative volume error to expect. With few $k$-points the added term leaves a remainder that varies with the count error; in the model on the $2^3$ mesh, measured from the 24 hartree pressure of that mesh and without the factor $N_{\rm act}/N_{\rm id}$, it reached 0.7 to 0.8 GPa between $0.90V_0$ and $1.10V_0$.

The slope $D$ needs energies at a few cutoffs and one volume. With few $k$-points these energies jump too. Since the jumps in energy follow those in the count, it is better to fit $E$ against $\ln N_{\rm act}$ and to use $D=\frac32\,dE/d\ln N_{\rm act}$.

The correction has definite limits. It leaves the smooth basis error in place, here 11 mhartree, and it does not repair poor $k$-point sampling. It is of first order in the count error. It also assumes that waves at the surface of the sphere bring nearly equal gains at all $k$-points and in all directions. In a metal, where the number of occupied states differs between $k$-points, that assumption needs examination. Finally, both corrections aim only at the result of a constant-cutoff calculation whose plane-wave count follows $N_{\rm id}$ smoothly; apart from any error of the $k$-point sampling, its own pressure error is $-\partial\Delta/\partial V$ at fixed cutoff.
